# Effective Diffusivity of Dopants in Equilibrium with Immobile Clusters

## The result and its conditions

Let a semiconductor contain mobile dopant monomers of number density $c_1$ and immobile clusters of number density $c_m$, each cluster holding $m$ dopant atoms. If the two populations are in local equilibrium, the total dopant density $C=c_1+mc_m$ diffuses with

$$
D_{\rm eff}=\frac{D_1}{1+m^2r},\qquad r=\frac{c_m}{c_1}, \tag{1}
$$

where $D_1$ is the monomer diffusivity. The density $c_m$ counts clusters, not the atoms inside them. If the clustered atoms are counted instead, with density $a=mc_m$, the denominator is $1+ma/c_1$.

Equation (1) rests on four assumptions.

1. The monomer flux is $\mathbf J=-D_1\nabla c_1$. The coefficient $D_1$ may depend on $c_1$.
2. The clusters do not move.
3. Clusters form and dissolve quickly compared with the changes that diffusion makes in the profile.
4. Equilibrium follows the mass-action law
$$
c_m=Kc_1^m, \tag{2}
$$
with $K$ independent of position, time and dopant density.

The last assumption requires a uniform, constant temperature. If a cluster also contains a vacancy, $K$ includes the vacancy density, which must then be held fixed as well.

## Derivation

Let $R$ be the net number of clusters formed per unit volume and time. Each cluster formed removes $m$ monomers, so the two balances are

$$
\frac{\partial c_1}{\partial t}=\nabla\cdot(D_1\nabla c_1)-mR,\qquad
\frac{\partial c_m}{\partial t}=R. \tag{3}
$$

Multiply the second balance by $m$ and add it to the first. The reaction terms cancel, because a reaction moves atoms between the populations without creating any:

$$
\frac{\partial C}{\partial t}=\nabla\cdot(D_1\nabla c_1). \tag{4}
$$

This holds whether or not the reaction is in equilibrium. Equilibrium is needed to express $\nabla c_1$ through $\nabla C$. Differentiating (2) gives

$$
\frac{dc_m}{dc_1}=mKc_1^{m-1}=m\frac{c_m}{c_1}=mr, \tag{5}
$$

and therefore

$$
\frac{dC}{dc_1}=1+m\frac{dc_m}{dc_1}=1+m^2r. \tag{6}
$$

The two factors of $m$ have different origins. One is the number of atoms in a cluster. The other is the order of the reaction: a small fractional rise in $c_1$ produces a fractional rise $m$ times as large in $c_m$.

Since (6) is positive, $C$ increases steadily with $c_1$ and the relation can be inverted. Then $\nabla c_1=\nabla C/(1+m^2r)$, and (4) becomes

$$
\frac{\partial C}{\partial t}=\nabla\cdot\left(\frac{D_1}{1+m^2r}\nabla C\right), \tag{7}
$$

which proves (1). The diffusivity must stay inside the divergence, because $r=Kc_1^{m-1}$ varies along the profile when $m>1$.

Clusters slow diffusion because they absorb part of any added increment of dopant. Of a small increment $\delta C$, the share $1/(1+m^2r)$ becomes monomers, and the monomer gradient alone drives the flux.

**Clustered fraction.** Let $f$ be the fraction of dopant atoms held in clusters:

$$
f=\frac{mc_m}{c_1+mc_m}=\frac{mr}{1+mr},\qquad mr=\frac{f}{1-f}. \tag{8}
$$

Substituting $m^2r=mf/(1-f)$ in (1) gives

$$
D_{\rm eff}=\frac{D_1}{1+mf/(1-f)}
=D_1\frac{1-f}{1+(m-1)f}. \tag{9}
$$

For $m>1$ and $f>0$ this is smaller than $D_1(1-f)$. Multiplying $D_1$ by the mobile fraction therefore does not give the diffusivity of the total profile.

**Limits.** When $m^2r\ll1$, clusters hardly affect the motion and $D_{\rm eff}\approx D_1$. The condition $r\ll1$ is not enough, because $m^2$ may be large. When $mr\gg1$, nearly all atoms are clustered, $C\approx mKc_1^m$, and

$$
D_{\rm eff}\approx\frac{D_1}{m^2r}=\frac{D_1c_1}{m(mc_m)}\approx\frac{D_1c_1}{mC}. \tag{10}
$$

Since $c_1\propto C^{1/m}$ there, a constant $D_1$ gives $D_{\rm eff}\propto C^{1/m-1}$. For $m=1$, which describes unsaturated single-atom traps, $r=K$ and the diffusivity is reduced by the constant factor $1+K$.

**Several sizes, and moving clusters.** If clusters of many sizes $j$ coexist, each with $c_j=K_jc_1^j$, the step from (5) to (6) applies to every size:

$$
D_{\rm eff}=\frac{D_1}{1+\sum_{j\ge2}j^2c_j/c_1}. \tag{11}
$$

If clusters of one size move with diffusivity $D_m$, they carry the atomic flux $-mD_m\nabla c_m=-m^2rD_m\nabla c_1$, by (5). Adding the monomer flux and dividing by (6) gives

$$
D_{\rm eff}=\frac{D_1+m^2rD_m}{1+m^2r}. \tag{12}
$$

Clusters may thus be treated as immobile when $m^2rD_m\ll D_1$.

## How fast the reaction must be

To find the meaning of "quickly", take clusters that form and dissolve in one step, with dissolution rate $k_d$:

$$
R=k_d(Kc_1^m-c_m). \tag{13}
$$

This vanishes when (2) holds. For small disturbances $\delta c_1$ and $\delta c_m$ of a uniform equilibrium state, (5) gives

$$
\delta R=k_d(mr\,\delta c_1-\delta c_m). \tag{14}
$$

Consider first a spatially uniform disturbance. By (3), $d\delta c_1/dt=-m\,\delta R$ and $d\delta c_m/dt=\delta R$, so

$$
\frac{d\,\delta R}{dt}=k_d\left(-m^2r\,\delta R-\delta R\right)
=-k_d(1+m^2r)\,\delta R. \tag{15}
$$

The reaction returns to equilibrium at the rate $k_d(1+m^2r)$.

Now consider a ripple, $\delta c_1=a\cos(qx)e^{-\lambda t}$ and $\delta c_m=b\cos(qx)e^{-\lambda t}$. The cluster balance is $-\lambda b=k_d(mra-b)$, hence

$$
b=mra\,\frac{k_d}{k_d-\lambda}. \tag{16}
$$

The linearized balance of total dopant is $-\lambda(a+mb)=-D_1q^2a$. Inserting (16) and dividing by $-a$ gives

$$
D_1q^2=\lambda\left(1+m^2r\frac{k_d}{k_d-\lambda}\right). \tag{17}
$$

On the slow branch, where $\lambda\ll k_d$, the fraction is close to one and $\lambda\approx D_{\rm eff}q^2$. For the first correction, use $k_d/(k_d-\lambda)\approx1+\lambda/k_d$. The right side of (17) becomes $\lambda(1+m^2r)(1+\alpha\lambda/k_d)$ with $\alpha=m^2r/(1+m^2r)$, so

$$
\lambda\approx D_{\rm eff}q^2\left(1-\alpha\frac{D_{\rm eff}q^2}{k_d}\right). \tag{18}
$$

Local equilibrium therefore requires $D_{\rm eff}q^2\ll k_d$ for the wavenumbers that matter in the profile. Sharp edges contain large $q$ and are the first place where it fails.

## A tracer measures a different diffusivity

Suppose the total dopant density is uniform and a small share of the atoms is labelled. Let $c_1^*$ be the density of labelled monomers and $a^*$ that of labelled atoms inside clusters. In equilibrium, clusters form at the rate $k_dc_m$ per volume and each takes $m$ monomers. A given monomer is therefore captured at the rate $mk_dc_m/c_1=mk_dr$. A given clustered atom is released at the rate $k_d$. When capture balances release,

$$
a^*=mr\,c_1^*,\qquad C^*=c_1^*+a^*=(1+mr)c_1^*. \tag{19}
$$

Here $r$ is fixed by the uniform chemical composition, so labelling adds no derivative of the mass-action law. For neutral monomers with constant $D_1$, the labelled flux $-D_1\nabla c_1^*$ gives

$$
D_{\rm tracer}=\frac{D_1}{1+mr}=D_1(1-f). \tag{20}
$$

The mobile fraction is thus the right factor for a tracer. The ratio of the two diffusivities is

$$
\frac{D_{\rm tracer}}{D_{\rm eff}}=\frac{1+m^2r}{1+mr}
=1+\frac{m(m-1)r}{1+mr}=1+(m-1)f, \tag{21}
$$

which lies between 1 and $m$.

## Charged dopants

Donors in silicon are charged, and their diffusion depends on the electron density $n$. Let a donor move by forming a neutral pair with a negatively charged vacancy. With neutral vacancies at their equilibrium density, the density of negative vacancies is proportional to $n$, and the pair density to $c_1n$. The pair is neutral, so no field acts on it, and its flux is

$$
\mathbf J=-d\,\nabla\left(c_1\frac n{n_i}\right)
=-d\,\frac n{n_i}(1+s)\nabla c_1,\qquad s=\frac{d\ln n}{d\ln c_1}. \tag{22}
$$

Here $n_i$ is the intrinsic electron density and $d$ the diffusivity at $n=n_i$. The second form follows from $c_1\nabla n=ns\nabla c_1$. Comparison with assumption 1 gives

$$
D_1=d\,\frac n{n_i}(1+s). \tag{23}
$$

The factor $n/n_i$ is the Fermi-level effect. The term $s$ arises because the electron gradient adds to the gradient of pair density. It equals the drift term that a singly charged donor of diffusivity $d\,n/n_i$ would have in the built-in field, where nondegenerate electrons in equilibrium give $eE/k_BT=-\nabla\ln n$. It is therefore called the field term below.

To find $s$, let $N$ be the net density of positive donor charge. Where the profile changes little over a screening length, the material is nearly neutral, and with nondegenerate carriers this means $n-n_i^2/n=N$. Its differential is $(n+n_i^2/n)\,d\ln n=dN$, and $(n+n_i^2/n)^2=N^2+4n_i^2$. Hence

$$
s=\frac{c_1\,dN/dc_1}{\sqrt{N^2+4n_i^2}}. \tag{24}
$$

**Clusters that keep their charge.** If a cluster carries charge $+m$, no electron takes part in the reaction and (2) stands. Equation (1) remains true with $D_1$ from (23). Now $N=C$, and (6) gives $s=(c_1+m^2c_m)/\sqrt{C^2+4n_i^2}$. For $C\gg n_i$ this tends to $(1+m^2r)/(1+mr)$, so

$$
\frac{D_{\rm eff}}{d\,n/n_i}=\frac{1+s}{1+m^2r}
\to\frac1{1+m^2r}+\frac1{1+mr}. \tag{25}
$$

The second term is the contribution of the field.

**Clusters that become neutral.** If each cluster also binds $m$ electrons, mass action reads $c_m=K'(c_1n)^m$. Its logarithmic slope is $m(1+s)$ instead of $m$, so

$$
\frac{dC}{dc_1}=1+m^2(1+s)r,\qquad
D_{\rm eff}=\frac{D_1}{1+m^2(1+s)r}. \tag{26}
$$

With $N=c_1$, (24) gives $s=c_1/\sqrt{c_1^2+4n_i^2}$, which approaches 1 at heavy doping. The coefficient of $r$ then approaches $2m^2$. Equation (1) fails here even though the reaction is in equilibrium, because assumption 4 is broken: the effective $K=K'n^m$ depends on the dopant density.

## Arsenic in an epitaxial silicon layer

Consider a heavily arsenic-doped silicon layer 50 nm thick on undoped silicon, annealed at 1000 °C for 300 s. The model takes $m=4$, $c_1=2\times10^{20}$ cm$^{-3}$ and $c_m=2\times10^{19}$ cm$^{-3}$ at the initial peak, and a constant $D_1=4$ nm$^2$/s. These are rough or chosen values. At the peak,

$$
C=(2+4\times0.2)\times10^{20}=2.8\times10^{20}\ {\rm cm^{-3}},\qquad r=0.1, \tag{27}
$$

$$
D_{\rm eff}=\frac{4}{1+16\times0.1}=\frac{4}{2.6}=1.54\ {\rm nm^2/s}
=1.54\times10^{-14}\ {\rm cm^2/s}. \tag{28}
$$

The clustered fraction is $f=0.8/2.8=0.286$. The tracer value is $4/1.4=2.86$ nm$^2$/s, larger than (28) by the factor $1+3f=1.86$, as (21) requires.

The initial profile is $C=\tfrac12C_{\rm peak}\,{\rm erfc}[(x-50\ {\rm nm})/5\ {\rm nm}]$, in local equilibrium, with no loss through the surface at $x=0$. The depth at which $C=10^{19}$ cm$^{-3}$ starts at 56.4 nm. After the anneal it is 134.2 nm with clustering and 138.5 nm without, for the same initial total and the same $D_1$.

This difference is small although clustering lowers the peak diffusivity 2.6-fold. The reason is that $r\propto c_1^3$. At $c_1=10^{19}$ cm$^{-3}$ the monomer density is one twentieth of its peak value, so $m^2r=1.6/20^3=2\times10^{-4}$, and the tail diffuses almost as if there were no clusters. The diffusivity is reduced in the heavily doped part of the layer, which therefore supplies fewer atoms to the tail: at depths of 120 and 160 nm the final density is about 17% lower than without clusters.

These profiles can be compared with a direct solution of (3) and (13), which does not assume equilibrium during the anneal. With an assumed $k_d=1$ s$^{-1}$, the final profile from (7) differs from the direct solution by at most 0.013% of the initial peak. Earlier in the anneal the difference is larger: it is about 0.65% at 3 s, near the still sharp edge. Replacing $m^2$ by $m$ in (7) raises the largest difference in the final profile to 9.1% of the initial peak.

The agreement is expected from (18). For $q=\pi/(100\ {\rm nm})=0.0314$ nm$^{-1}$, a wavenumber typical of the layer, the decay rate is $1.52\times10^{-3}$ s$^{-1}$, far below $k_d$. With $k_d=10^{-4}$ s$^{-1}$ instead, $k_dt=0.03$ over the whole anneal, and few of the initial clusters can dissolve. The largest difference from (7) is then 14% of the initial peak, and the depth is 131.8 nm.

## What the constant diffusivity leaves out

Arsenic in silicon at 1000 °C is charged, and $n_i$ is roughly $10^{19}$ cm$^{-3}$, far below the doping of this layer. The assumption of constant $D_1$ therefore fails badly. Two further profiles use (22), one for each cluster charge, with the same initial total profile and with $D_1=4$ nm$^2$/s and $r=0.1$ kept at the initial peak.

| Quantity | Charged clusters | Neutral clusters |
|---|---|---|
| $s$ at the peak | 1.85 | 0.995 |
| $dC/dc_1$ at the peak | 2.60 | 4.19 |
| $D_{\rm eff}$ at the peak (nm$^2$/s) | 1.54 | 0.95 |
| $D_1$ at peak / $D_1$ at $c_1=n_i$ | 34 | 17 |
| Final depth (nm) | 82 | 94 |

The constant-$D_1$ model advances the $10^{19}$ cm$^{-3}$ depth by 78 nm. The charged models advance it by 26 and 38 nm. In both, $D_1$ falls steeply toward the tail, while the constant model keeps its peak value there. The difference between 82 and 94 nm does not isolate the effect of cluster charge, because fixing $D_1$ at the peak gives the two models different intrinsic diffusivities: $d=0.05$ nm$^2$/s for charged clusters and 0.10 nm$^2$/s for neutral ones.

These values of $d$, $0.5\times10^{-15}$ and $1.0\times10^{-15}$ cm$^2$/s, are of the rough order of the intrinsic diffusivity of arsenic in silicon at this temperature, though probably low by a factor that may reach about five. The chosen $D_1$ is therefore right only in order of magnitude for the heavily doped peak, where it is probably low, and it is far too large for the tail. The depth of 134 nm illustrates (7) and should not be used as a process estimate. The cluster size, the cluster charge and $k_d$ are model choices. Real arsenic clusters can contain vacancies, so $K$ may change during an anneal that disturbs the vacancy supply. Precipitation and loss through the surface are also left out, and their effects have not been sized here.

Two simplifications in the charged models can be sized. First, (22) lets arsenic move only with negatively charged vacancies, while neutral defects also carry part of the real diffusion. Suppose they carried 60% of the intrinsic diffusivity and the field factor $1+s$ acted on this path too, so that $D_1=d\,(0.6+0.4\,n/n_i)(1+s)$, still fixed at the peak. The final depths would then rise by about 3 nm for charged clusters and 4 nm for neutral ones, and the inferred $d$ would be about 2.4 and 2.3 times as large. Second, neutrality is only approximate at steep edges, because the screening length in intrinsic material is about 1.9 nm here. For the same donor charge profile, the electron density from Poisson's equation departs from the neutral estimate by up to about 21% of that estimate at the initial edge. At the front of the final profile it departs by about 8% for neutral clusters and 13% for charged ones. The effect of this error on the depths has not been sized.

Electron degeneracy is left out too, and only its effect on the field term is estimated here. With the density-of-states mass set to 1.08 electron masses, the conduction-band density at 1000 °C is $2.5\times10^{20}$ cm$^{-3}$, close to the electron density of $2.0\times10^{20}$ cm$^{-3}$ in the neutral-cluster case. Fermi statistics for a parabolic band multiply the change of Fermi energy with $\ln n$ by 1.28. At fixed $s$, the field factor changes from $1+s=1.995$ to $1+1.28s$, a rise of 14%. With charged clusters the electron density and $s$ are both larger, so the rise is larger too. This estimate covers the field term alone; degeneracy also alters the pair density and the mass-action law of neutral clusters, and those effects have not been sized.

The numerical output below lists the inputs and the main results for the profiles, the table and the degeneracy estimate.

## Computed values

```
INPUTS (rough or chosen)
atoms per cluster m                    4
temperature                            1273.15 K
peak monomer density c1                2.00e+20 cm^-3
peak cluster density cm                2.00e+19 cm^-3
monomer diffusivity D1                 4.00 nm^2/s
intrinsic density ni                   1.0e+19 cm^-3
dissolution rate kd, fast              1.0 1/s
dissolution rate kd, slow              1.0e-04 1/s
layer thickness                        50 nm
initial edge width (erfc)              5 nm
anneal time                            300 s
LOCAL RESULTS AT THE PEAK
total dopant C                         2.80e+20 cm^-3
ratio r = cm/c1                        0.100
clustered atom fraction f              0.2857
denominator 1+m^2 r                    2.600
D_eff                                  1.5385 nm^2/s
D_eff                                  1.538e-14 cm^2/s
D_eff from ripple decay                1.5385 nm^2/s
tracer diffusivity                     2.8571 nm^2/s
tracer value from kinetics             2.8571 nm^2/s
largest relative derivative error      6.6e-09
uniform relaxation rate                2.600 1/s
ripple wavenumber pi/(2*layer)         0.03142 1/nm
ripple decay rate                      1.517e-03 1/s
PROFILES: depth where total = 1e19 cm^-3
before anneal                          56.4 nm
no clustering, same D1                 138.5 nm
D_eff law with m^2                     134.2 nm
two-species kinetics, fast             134.2 nm
wrong law with m                       137.1 nm
two-species kinetics, slow             131.8 nm
LARGEST PROFILE DIFFERENCE, % of initial peak
m^2 law against fast kinetics          0.013 %
wrong m law against fast kinetics      9.13 %
m^2 law against slow kinetics          14.14 %
NEGLECTED EFFECTS
charged clusters: electron density     2.804e+20 cm^-3
charged clusters: s                    1.852
charged clusters: denominator          2.600
charged clusters: D1/denominator       1.5385 nm^2/s
charged clusters: intrinsic d          0.0500 nm^2/s
charged clusters: D1(peak)/D1(c1=ni)   34.1
charged clusters: depth                82.4 nm
neutral clusters: electron density     2.005e+20 cm^-3
neutral clusters: s                    0.995
neutral clusters: denominator          4.192
neutral clusters: D1/denominator       0.9542 nm^2/s
neutral clusters: intrinsic d          0.1000 nm^2/s
neutral clusters: D1(peak)/D1(c1=ni)   17.1
neutral clusters: depth                94.2 nm
density-of-states mass (rough)         1.08 m_e
conduction-band density Nc             2.46e+20 cm^-3
degeneracy factor dEF/(kT dln n)       1.282
resulting factor on 1+s                1.140
```
